# Why (001) backscattering from unstrained silicon detects only the normal phonon: verification in Python

```python
"""Raman selection rule for backscattering from an unstrained (001) diamond crystal.

Result under test: R[a,b,c] = d(polarisability_ab)/d(u_c) equals one constant d
when a, b, c are all different and is zero otherwise. Hence light travelling
along z detects only the z component of the phonon, with intensity
d^2 * xi_z^2 * sin^2(phi_i + phi_s) for linear polarisations.
u: relative displacement of the two sublattices; xi: unit phonon polarisation;
phi_i, phi_s: incident and analyser angles from the x axis.
The tensors come from finite differences of a four-bond polarisability model.
Atomic units: lengths in bohr, polarisabilities in bohr^3, d in bohr^2.
"""
import itertools
import numpy as np
from scipy import constants

rng = np.random.default_rng(7)
BOND = 4.5            # bond length, bohr
TRANS = 8.0           # transverse bond polarisability, bohr^3
TRANS_SLOPE = 2.0     # its derivative with bond length, bohr^2
ANISO = 10.0          # longitudinal minus transverse, bohr^3
ANISO_SLOPE = 6.0     # its derivative with bond length, bohr^2
DIRECTIONS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
UNIT = np.eye(3)
NO_STRAIN = np.zeros((3, 3))


def bond_vectors(u, strain):
    return BOND * DIRECTIONS @ (UNIT + strain).T + u


def polarisability(u, strain):
    total = np.zeros((3, 3))
    for vector in bond_vectors(u, strain):
        r = np.linalg.norm(vector)
        n = vector / r
        total += (TRANS + TRANS_SLOPE * (r - BOND)) * UNIT
        total += (ANISO + ANISO_SLOPE * (r - BOND)) * np.outer(n, n)
    return total


def raman_tensors(strain, h=1e-4):
    parts = [(polarisability(h * e, strain) - polarisability(-h * e, strain)) / (2 * h)
             for e in UNIT]
    return np.stack(parts, axis=2)


def energy(u, strain):
    """Anharmonic bond-stretching energy in arbitrary units."""
    s = np.linalg.norm(bond_vectors(u, strain), axis=1) - BOND
    return np.sum(0.5 * s**2 - 0.5 * s**3)


def coupling_xz(strain, h=1e-3):
    x, z = h * UNIT[0], h * UNIT[2]
    return (energy(x + z, strain) - energy(x - z, strain)
            - energy(-x + z, strain) + energy(-x - z, strain)) / (4 * h**2)


def amplitudes(R, e_s, e_i):
    return np.einsum('a,abc,b->c', np.conj(e_s), R, e_i)


def linear(angle_deg):
    t = np.radians(angle_deg)
    return np.array([np.cos(t), np.sin(t), 0.0])


def random_polarisation(axis_1, axis_2):
    c = rng.normal(size=2) + 1j * rng.normal(size=2)
    c /= np.linalg.norm(c)
    return c[0] * axis_1 + c[1] * axis_2


def clean(values, digits=6):
    return np.round(values, digits) + 0.0


# Symmetry alone: average over the 24 operations that preserve the tetrahedron.
projector = np.zeros((27, 27))
operations = 0
for order in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            g = np.diag(signs) @ UNIT[list(order)]
            projector += np.kron(np.kron(g, g), g)
            operations += 1
projector /= operations
constants_left = np.trace(projector)
assert operations == 24 and abs(constants_left - 1) < 1e-12
pattern = np.zeros((3, 3, 3))
for a, b, c in itertools.permutations(range(3)):
    pattern[a, b, c] = 1.0
averaged = (projector @ rng.normal(size=27)).reshape(3, 3, 3)
assert abs(averaged[0, 1, 2]) > 1e-6
assert np.allclose(averaged, averaged[0, 1, 2] * pattern, atol=1e-12)

# Microscopic model: tensor form and its constant.
R = raman_tensors(NO_STRAIN)
d = 4 / (3 * np.sqrt(3)) * (ANISO_SLOPE - 2 * ANISO / BOND)
assert np.allclose(R, d * pattern, atol=1e-7)
angstrom_per_bohr = constants.physical_constants['Bohr radius'][0] / constants.angstrom

print(f"bond length b = {BOND} bohr")
print(f"transverse polarisability = {TRANS} bohr^3, slope = {TRANS_SLOPE} bohr^2")
print(f"anisotropy gamma = {ANISO} bohr^3, slope gamma' = {ANISO_SLOPE} bohr^2")
print(f"tetrahedral operations = {operations}, free constants = {constants_left:.0f}")
for c, name in enumerate("xyz"):
    print(f"finite-difference R_{name} (bohr^2), rows x, y, z:")
    for row in clean(R[:, :, c], 5):
        print("   " + "  ".join(f"{v:8.5f}" for v in row))
print(f"d from formula = {d:.5f} bohr^2 = {d * angstrom_per_bohr**2:.5f} angstrom^2")

# Normal backscattering: arbitrary polarisations and arbitrary mode bases.
for _ in range(200):
    e_i = random_polarisation(UNIT[0], UNIT[1])
    e_s = random_polarisation(UNIT[0], UNIT[1])
    A = amplitudes(R, e_s, e_i)
    assert np.max(np.abs(A[:2])) < 1e-7
    basis = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    summed = sum(abs(e_s.conj() @ (R @ xi) @ e_i)**2 for xi in basis.T)
    expected = d**2 * abs(e_s[0].conj() * e_i[1] + e_s[1].conj() * e_i[0])**2
    assert abs(summed - expected) < 1e-6
    unanalysed = sum(abs(amplitudes(R, e, e_i)[2])**2 for e in UNIT[:2])
    assert abs(unanalysed - d**2) < 1e-6

print("intensities / d^2 of x, y, z phonons, normal backscattering:")
for phi_i, phi_s in [(0, 0), (0, 90), (45, 45), (45, -45), (20, 40)]:
    I = np.abs(amplitudes(R, linear(phi_s), linear(phi_i)))**2 / d**2
    assert abs(I[2] - np.sin(np.radians(phi_i + phi_s))**2) < 1e-6
    print(f"   phi_i={phi_i:3d} deg, phi_s={phi_s:3d} deg: "
          + "  ".join(f"{v:.4f}" for v in clean(I)))
print(f"z phonon without analyser, intensity / d^2 = {unanalysed / d**2:.4f}")

xi = np.array([2.0, 1.0, 2.0]) / 3
tilted = abs(linear(40) @ (R @ xi) @ linear(20))**2 / d**2
assert abs(tilted - xi[2]**2 * np.sin(np.radians(60))**2) < 1e-6
print(f"phonon along (2,1,2)/3: xi_z^2 = {xi[2]**2:.4f}")
print(f"   its intensity / d^2 at 20 and 40 deg = {tilted:.4f}")

plus = np.array([1, 1j, 0]) / np.sqrt(2)
same = abs(amplitudes(R, plus, plus)[2])**2 / d**2
opposite = abs(amplitudes(R, plus.conj(), plus)[2])**2 / d**2
assert same < 1e-7 and abs(opposite - 1) < 1e-6
print(f"circular e_i=(1,i,0)/sqrt2, z phonon intensity / d^2:")
print(f"   e_s=e_i: {clean(same):.4f};  e_s=conj(e_i): {opposite:.4f}")

# A tilted ray, followed back along itself: p-polarised in, s-polarised out.
index, outside = 4.0, 30.0
inside = np.arcsin(np.sin(np.radians(outside)) / index)
ray = np.array([-np.sin(inside), 0, np.cos(inside)])
p_pol = np.cross(UNIT[1], ray)
assert abs(p_pol @ ray) < 1e-12
I = np.abs(amplitudes(R, UNIT[1], p_pol))**2
leak = I[0] / I.sum()
assert abs(leak - (np.sin(np.radians(outside)) / index)**2) < 1e-7
print(f"tilted ray: outside {outside} deg, index {index}, "
      f"inside {np.degrees(inside):.3f} deg")
print(f"   x-phonon share = {100 * leak:.4f} percent")

# The (110) surface: the phonon along the normal is silent, others are not.
normal = np.array([1, 1, 0]) / np.sqrt(2)
in_plane = np.array([1, -1, 0]) / np.sqrt(2)
for _ in range(200):
    A = amplitudes(R, random_polarisation(in_plane, UNIT[2]),
                   random_polarisation(in_plane, UNIT[2]))
    assert abs(A @ normal) < 1e-7
A = amplitudes(R, in_plane, UNIT[2])
normal_I, plane_I = (A @ normal)**2 / d**2, (A @ in_plane)**2 / d**2
assert abs(plane_I - 1) < 1e-6
print("(110) surface, e_i=[001], e_s=[1,-1,0]/sqrt2, intensity / d^2:")
print(f"   phonon along normal: {clean(normal_I):.4f};  "
      f"along [1,-1,0]: {plane_I:.4f}")

# Strain that keeps or removes the twofold axis along z.
keeps_axis = np.array([[0.01, 0.01, 0], [0.01, 0.01, 0], [0, 0, -0.01]])
removes_axis = np.array([[0, 0, 0.01], [0, 0, 0], [0.01, 0, 0]])
results = []
for label, strain in [("biaxial + xy", keeps_axis), ("xz", removes_axis)]:
    forbidden = np.max(np.abs(raman_tensors(strain)[:2, :2, :2]))
    mixing = abs(coupling_xz(strain))
    results.append((forbidden, mixing))
    print(f"strain {label}, nonzero components of size 0.01:")
    print(f"   largest in-plane entry of R_x, R_y = {clean(forbidden):.5f} bohr^2")
    print(f"   x-z force-constant coupling = {clean(mixing):.5f} (model units)")
assert max(results[0]) < 1e-7
assert min(results[1]) > 1e-3

print("done: every assertion held")
```

Output:

```
bond length b = 4.5 bohr
transverse polarisability = 8.0 bohr^3, slope = 2.0 bohr^2
anisotropy gamma = 10.0 bohr^3, slope gamma' = 6.0 bohr^2
tetrahedral operations = 24, free constants = 1
finite-difference R_x (bohr^2), rows x, y, z:
    0.00000   0.00000   0.00000
    0.00000   0.00000   1.19747
    0.00000   1.19747   0.00000
finite-difference R_y (bohr^2), rows x, y, z:
    0.00000   0.00000   1.19747
    0.00000   0.00000   0.00000
    1.19747   0.00000   0.00000
finite-difference R_z (bohr^2), rows x, y, z:
    0.00000   1.19747   0.00000
    1.19747   0.00000   0.00000
    0.00000   0.00000   0.00000
d from formula = 1.19747 bohr^2 = 0.33532 angstrom^2
intensities / d^2 of x, y, z phonons, normal backscattering:
   phi_i=  0 deg, phi_s=  0 deg: 0.0000  0.0000  0.0000
   phi_i=  0 deg, phi_s= 90 deg: 0.0000  0.0000  1.0000
   phi_i= 45 deg, phi_s= 45 deg: 0.0000  0.0000  1.0000
   phi_i= 45 deg, phi_s=-45 deg: 0.0000  0.0000  0.0000
   phi_i= 20 deg, phi_s= 40 deg: 0.0000  0.0000  0.7500
z phonon without analyser, intensity / d^2 = 1.0000
phonon along (2,1,2)/3: xi_z^2 = 0.4444
   its intensity / d^2 at 20 and 40 deg = 0.3333
circular e_i=(1,i,0)/sqrt2, z phonon intensity / d^2:
   e_s=e_i: 0.0000;  e_s=conj(e_i): 1.0000
tilted ray: outside 30.0 deg, index 4.0, inside 7.181 deg
   x-phonon share = 1.5625 percent
(110) surface, e_i=[001], e_s=[1,-1,0]/sqrt2, intensity / d^2:
   phonon along normal: 0.0000;  along [1,-1,0]: 1.0000
strain biaxial + xy, nonzero components of size 0.01:
   largest in-plane entry of R_x, R_y = 0.00000 bohr^2
   x-z force-constant coupling = 0.00000 (model units)
strain xz, nonzero components of size 0.01:
   largest in-plane entry of R_x, R_y = 0.06956 bohr^2
   x-z force-constant coupling = 0.11999 (model units)
done: every assertion held
```
